# Why sulfur in SF6 is not sp3d2 hybridised

## Question

I learned that sulfur in SF6 is sp³d² hybridised: six equivalent bonds need six hybrids, and 3s and 3p supply only four orbitals. I have since been told that the d orbitals hardly take part. Yet when I remove the d functions on sulfur from a calculation, the energy rises enormously. If they matter that much, how can the hybridisation picture be wrong? And how can six equal bonds be made from four orbitals?

## Answer

There are two questions here: whether d functions improve the wave function, and whether two d orbitals serve as valence orbitals on the same footing as 3s and 3p. A large energy change answers the first. The second needs a prediction that sp³d² hybridisation makes and that could fail.

### What sp³d² hybridisation predicts

Put the fluorines on the $\pm x,\pm y,\pm z$ axes. Six equivalent orthonormal hybrids $h_i$ are to be formed from $s$, three $p$ orbitals, and the $e_g$ pair $d_{z^2},d_{x^2-y^2}$:

$$h_i=\sum_a U_{ai}\,\phi_a .$$

$U$ is a real orthogonal $6\times6$ matrix, so $\sum_i U_{ai}^2=1$ for each atomic orbital $a$. Let $W_l$ be the weight of shell $l$ in one hybrid, the same for all six by equivalence. If the shell supplies $g_l$ orbitals, summing over them and over the hybrids gives $6W_l=g_l$. Hence

$$W_s=\tfrac16,\qquad W_p=\tfrac12,\qquad W_d=\tfrac13 .$$

Now let each hybrid bond to a fluorine orbital $f_i$, with all $h_i$ and $f_i$ orthonormal in this model:

$$b_i=\sqrt{w/2}\;h_i+\sqrt{1-w/2}\;f_i .$$

Each $b_i$ holds two electrons, of which $w$ are on sulfur. The sulfur part of the density operator is

$$2\sum_i\frac w2\,|h_i\rangle\langle h_i|
=w\sum_i|h_i\rangle\langle h_i|
=w\sum_a|\phi_a\rangle\langle\phi_a| ,$$

because the hybrids and the atomic orbitals are two orthonormal bases of the same space. Every participating orbital therefore has the same population:

$$n(3s)=n(3p_x)=n(d_{z^2})=w,\qquad n_d=2w=\frac{n_{\rm val}}3 .$$

The other three d orbitals, the $t_{2g}$ set, stay empty.

This prediction allows for bond polarity. A nonpolar bond has $w=1$ and gives two d electrons; in the ionic limit $w\to0$ and the d population vanishes. A small d population alone would therefore not refute sp³d². The telling quantity is the population of d relative to s and p.

### What the wave function contains

I use closed-shell Hartree–Fock theory with the def2-SVP basis, density-fitted electron repulsion integrals, and S–F = 1.56 Å. Electron correlation is left out.

To assign populations, I use orthogonal atomic orbitals, so that no overlap population has to be divided between them. Let $D$ be the spin-summed density matrix, $S$ the overlap matrix and $P=SDS$. Natural atomic orbitals are found first by solving $Pv=nSv$ within each atom and angular momentum, after averaging over orientations. The minimal set (1s to 3p on sulfur, 1s to 2p on fluorine) is then orthogonalised with weights favouring the well-occupied orbitals. The remaining functions, including sulfur d, are made orthogonal to that set and treated similarly among themselves.

After subtracting the ten core electrons, sulfur has

$$n_s=0.902,\qquad n_p=1.860,\qquad n_d=0.181 .$$

The total is 2.944 before the individual entries are rounded, so sulfur has a charge of about $+3.06$. The sp³d² prediction is $n_d=2.944/3=0.981$, more than five times the value found.

Per orbital, the contrast is clearer:

- 3s: 0.90 electrons
- each 3p: $1.860/3=0.62$
- each $e_g$ d orbital: $0.118/2=0.059$
- each $t_{2g}$ d orbital: $0.063/3=0.021$

The first three numbers should be equal and the last should be zero. Instead, an $e_g$ orbital has about one fifteenth of the 3s population, and about a third of the d population is in orbitals that sp³d² does not use. With the larger def2-TZVP basis on sulfur, $n_d$ becomes 0.215, still about two tenths of an electron, while $n_s$ and $n_p$ move to 0.889 and 1.985, so these populations are reliable only to about a tenth of an electron.

### Six equal bonds without six hybrids

Six fluorine σ orbitals combine into one $a_{1g}$, three $t_{1u}$ and two $e_g$ combinations. Sulfur 3s has $a_{1g}$ symmetry and 3p has $t_{1u}$ symmetry. Without d functions, sulfur has no valence partner for $e_g$. In this σ model, the twelve bonding electrons fill

$$\psi_s=\sqrt\alpha\,s+\sqrt{1-\alpha}\,F_{a_{1g}},\qquad
\psi_{p}=\sqrt\beta\,p+\sqrt{1-\beta}\,F_{t_{1u}},\qquad
\psi_e=F_{e_g},$$

where there are three $\psi_p$ and two $\psi_e$. Four pairs bind sulfur to six fluorines, and two pairs stay on fluorine. This is multicentre bonding.

A closed-shell determinant is unchanged, up to a phase, when its occupied orbitals are mixed by a unitary matrix. Mixing these six with the matrix $U$ gives six equivalent localised orbitals. The one pointing along $+z$ is

$$g_{+z}=\frac{\psi_s}{\sqrt6}+\frac{\psi_{p_z}}{\sqrt2}+\frac{\psi_{z^2}}{\sqrt3}.$$

Its sulfur part is $\sqrt{\alpha/6}\,s+\sqrt{\beta/2}\,p_z$, with no d component. The sulfur parts of the six orbitals are neither mutually orthogonal nor linearly independent, and they need not be: orthogonality is required of the complete orbitals, including their fluorine parts. The argument "six equal bonds, therefore six sulfur hybrids" fails at this point.

The bonding can be measured by the index

$$B=\sum_{a\in{\rm S}}\sum_{b\in{\rm F}}P_{ab}^2 ,$$

for one S–F link, where $P$ is now the density matrix in the orthonormal natural orbitals. For a closed-shell determinant $P^2=2P$. Its diagonal element gives $\sum_bP_{ab}^2=2n_a$; removing the term $b=a$, which is $n_a^2$, leaves

$$\sum_{b\ne a}P_{ab}^2=n_a(2-n_a).$$

For $a$ on sulfur, the sum over $b\ne a$ runs over the other sulfur orbitals and over the six fluorines, which contribute equally by symmetry once $a$ is summed over all sulfur orbitals. If the couplings between orbitals on sulfur are dropped, then

$$B\simeq\frac16\sum_{a\in{\rm S}}n_a(2-n_a).$$

Each term is at most 1, since $n(2-n)=1-(1-n)^2$. Four valence orbitals thus allow at most $4/6=2/3$ per link in this model.

A calculation without sulfur d functions gives $n_s=0.973$ and $n_p=1.989$, or 0.663 per p orbital. The formula yields

$$B\simeq\frac{0.973(1.027)+3(0.663)(1.337)}6=0.61,$$

while the explicit sum is 0.62. Dropping the same-atom couplings, which are squares, could only make the formula too large. It comes out slightly too small because this evaluation makes a second approximation: it places all s and p population beyond the ten core electrons in 3s and 3p, and so omits the separate terms $n_a(2-n_a)$ of the core orbitals and of the nearly empty higher s and p orbitals, each about twice the departure of $n_a$ from 2 or from 0. Treated separately, the higher s and p orbitals add 0.110 and the core 0.004, the 3s and 3p terms fall by 0.038, and the same-atom couplings remove 0.061, so the close agreement rests on a partial cancellation. With d functions the explicit sum is 0.67. The four-orbital limit does not apply to that second value, so its closeness to 2/3 has no special meaning here. In this partition the d functions strengthen the sharing modestly. With the d shell counted as a valence shell, as discussed below, the index is about 0.8, of which d supplies about a quarter; with def2-TZVP on sulfur that partition gives 1.06, of which d supplies about two fifths. In each case more than half of the sharing runs through the other sulfur orbitals, chiefly s and p.

### Does the answer depend on how electrons are assigned?

Yes, and the dependence needs care. The crudest count projects the whole density onto the sulfur d functions $d_m$:

$$N_d^{\rm raw}=2\sum_m\sum_i^{\rm occ}|\langle d_m|\psi_i\rangle|^2 .$$

This gives 3.28 electrons, apparently strong support for d participation. But apply the same count to the wave function calculated without any sulfur d function: the result is 2.39. Sulfur s and p functions are orthogonal to $d_m$, so those 2.39 electrons come from fluorine functions that overlap the sulfur d region. The raw projection cannot distinguish hybridisation from overlap.

The natural population has a milder ambiguity. If the d shell is declared part of sulfur's valence set before orthogonalisation, $n_d$ rises from 0.18 to 0.64. In that partition even the d-free wave function is assigned 0.15 d electrons; with d outside the valence set it is assigned 0.001. The value "two tenths" therefore belongs to the usual minimal valence set. The sulfur s and p populations hardly change in the second partition, because d ($e_g$, $t_{2g}$) does not mix by symmetry with 3s ($a_{1g}$) or 3p ($t_{1u}$). Since $n_{\rm val}$ includes $n_d$, the sp³d² requirement becomes $(0.90+1.86+0.64)/3\approx1.1$. Each $e_g$ orbital then holds about 0.22 electrons, a quarter of the 3s population instead of a fifteenth, and each $t_{2g}$ orbital about 0.07. Equal participation still fails in this partition, which favours d, but by a smaller margin. This partition is also far from converged with the basis: with def2-TZVP on sulfur it gives $n_d=1.58$, as large as $n_{\rm val}/3\approx1.5$, but spread as 0.47 per $e_g$ and about 0.2 per $t_{2g}$ orbital, against 0.89 for 3s and 0.66 per 3p. The per-orbital test still fails there, while the d total no longer discriminates.

A quantity that avoids assigning electrons to atoms is the change in the occupied space when d functions are added. With $\psi_i^0$ the d-free occupied orbitals, define

$$M=N-2\sum_{ij}^{\rm occ}|\langle\psi_i|\psi_j^0\rangle|^2 .$$

If the occupied spaces coincide, the double sum is $N/2$ and $M=0$. Otherwise $M$ counts the electrons of the new determinant that lie outside the old occupied space. For SF6, $M=0.16$ out of 70 electrons. Of these, 0.14 lie outside everything the d-free basis can represent; the remaining 0.02 reflect rearrangement within that basis. With def2-TZVP on sulfur, which has two d shells, $M$ is 0.20.

In the orthonormal sp³d² model, the d part alone would contribute $2w$ to $M$: two electrons for nonpolar bonds, or 0.98 for $w=2.944/6$. Real d functions overlap fluorine functions, so this is a comparison with the model and not a strict bound. $M$ also depends on the basis: the more completely the other functions describe the region near sulfur, the less is left for d functions to add.

### Why call them polarisation functions?

A polarisation function has a higher angular momentum than the atom's occupied valence orbitals and enters with small weight, letting the electron distribution deform. One can ask whether the d functions in SF6 resemble those in molecules that need no expanded octet.

First, their size. For a Gaussian d function, the radial factor is $r^2e^{-\zeta r^2}$, so

$$\langle r\rangle=\frac{\int_0^\infty r^7e^{-2\zeta r^2}dr}{\int_0^\infty r^6e^{-2\zeta r^2}dr}
=\frac{\Gamma(4)}{\Gamma(7/2)\sqrt{2\zeta}} .$$

I varied the exponent of a single sulfur d shell and located the lowest energy by cubic interpolation in $\ln\zeta$ through four calculations. The best exponents are 0.66 bohr⁻² in SF2 and 0.64 bohr⁻² in SF6, corresponding to mean radii of 0.83 and 0.84 Å. The two molecules want nearly the same function.

For comparison, a 3d electron moving in the Hartree–Fock field of S⁺ with a half-filled 3p shell has a mean radius of about 4.1 Å when its spin is parallel to that of the 3p electrons (5.3 Å for opposite spin), far beyond the S–F distance. That orbital is a model of an excited neutral atom. A more positive sulfur would bind a 3d electron more tightly, so this comparison alone does not exclude a contracted d orbital. The agreement between SF2 and SF6 is the more relevant evidence.

Second, their effect. The table compares calculations with and without the central atom's d shell, at fixed geometry. The bond lengths are 1.60, 1.57, 1.56 and 1.56 Å from top to bottom; the F–X–F angles in SF2 and PF3 are 98°, and SiF4 is tetrahedral.

| Molecule | Central charge / e | d population per bond / e | Energy lowering per bond / kJ mol⁻¹ |
|---|---:|---:|---:|
| SF2 | 1.03 | 0.021 | 74 |
| PF3 | 1.92 | 0.021 | 80 |
| SiF4 | 2.76 | 0.016 | 64 |
| SF6 | 3.06 | 0.030 | 125 |

The total lowering in SF6 is 750 kJ/mol, which explains your observation. But SF2, PF3 and SiF4, for which nobody needs to invoke d hybrids to count bonds, also gain 64 to 80 kJ/mol per bond. A large energy lowering is therefore not a signature of sp³d² hybridisation.

The effect in SF6 is nevertheless larger: in this basis, 1.6 to 2 times as much energy per bond as in the other three. The contrast is not converged: with def2-TZVP on sulfur, removing both d shells costs 140 kJ/mol per bond in SF6 (840 in total) and 104 in SF2, so that ratio falls from 1.7 to about 1.35. Central charge alone does not account for this, since SiF4 has a high charge and the smallest gain. SF6 does have $e_g$ fluorine pairs whose valence partner on sulfur can come only from d functions. That this accounts for the extra gain is a plausible conjecture, not something these numbers establish. The $e_g$ population of 0.118 is real donation from fluorine in this partition, but it is far from the 0.98 electrons of equal participation.

Third, the geometry. I stretched all bonds together, keeping the angles fixed, and located each minimum with a parabola in $1/R$ through three energies. Adding d functions shortens the bond from 1.64 to 1.59 Å in SF2 and from 1.61 to 1.55 Å in SF6. The corrections are similar. SF6 also has a minimum along this coordinate without d functions, although this does not prove stability against other distortions or every dissociation.

So keep the d functions in your calculation: without them the SF6 energy in this basis is 750 kJ/mol higher and the bond about 0.06 Å longer. What the Hartree–Fock wave function does not support is promoting two of them to equal partners of 3s and 3p. Sulfur binds six fluorines mainly through four valence orbitals and multicentre bonds, which the d functions then polarise and strengthen.
